# Dielectric function from plural-scattering loss spectra: Fourier-logarithmic inversion and its errors: test program

```python
"""
Result under test: the complex dielectric function eps(E) and the thickness of a
film follow from a plural-scattering electron energy-loss spectrum by
  s = g * ln(j / z)            (Fourier logarithm, Poisson statistics)
  F = s / ln(1 + (beta/theta_E)^2)                     (angular correction)
  L = F / K,  K = (2/pi) int F dE/E / (1 - 1/n^2)      (index normalization)
  Re(1/eps) = 1 - (2/pi) P int E' L / (E'^2 - E^2) dE' (Kramers-Kronig)
and the counting noise of eps follows by linear propagation through this chain.
Symbols: j, z  transforms of spectrum and zero-loss peak; g  output resolution;
L = Im(-1/eps); theta_E = E/(gamma m v^2); beta  collection half-angle;
n  refractive index at low frequency; lam  mean number of losses per electron.
Energies in eV, lengths in nm, angles in rad.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm, toeplitz
from scipy.stats import poisson

# ---------------- beam, film and model material ----------------
beam_energy, aperture, thickness = 30e3, 10e-3, 50.0
electrons, zlp_fwhm, out_fwhm = 1e7, 0.25, 0.5
rest = sc.m_e * sc.c**2 / sc.e
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
gamma = 1 + beam_energy / rest
speed2 = 1 - 1 / gamma**2                 # (v/c)^2
mv2 = rest * speed2
oscillators = [(6.0, 10.0, 1.5), (12.0, 12.0, 4.0)]  # position, strength, width


def eps_model(E):
    return 1 + sum(p**2 / (e0**2 - E**2 - 1j * w * E) for e0, p, w in oscillators)


dE, N = 0.1, 2048
M = 2 * N                                 # zero-padded length
E = dE * np.arange(N)
eps_true = eps_model(E)
L_true = np.imag(-1 / eps_true)
n_index = np.sqrt(eps_true[0].real)
theta = E / (gamma * mv2)
log_weight = np.ones(N)                   # value at E = 0 is irrelevant: L(0) = 0
log_weight[1:] = np.log1p((aperture / theta[1:])**2)
s_true = thickness / (np.pi * a0 * mv2) * L_true * log_weight * dE
lam = s_true.sum()

# angular integral from its definition
i15 = 150
ang = quad(lambda x: 2 * x / (x**2 + theta[i15]**2), 0, aperture,
           points=[theta[i15], 10 * theta[i15]])[0]
assert abs(ang / log_weight[i15] - 1) < 1e-7


# ---------------- plural scattering by explicit convolutions ----------------
def poisson_series(s, orders=25):
    term = np.zeros(len(s))
    term[0] = 1.0
    total = term.copy()
    for order in range(1, orders + 1):
        term = np.convolve(term, s)[:len(s)] / order
        total += term
    return np.exp(-s.sum()) * total


# transport equation solved by a matrix exponential on a coarse grid
coarse = 10 * s_true[:1200:10]
generator = toeplitz(coarse, np.zeros(len(coarse))) - coarse.sum() * np.eye(len(coarse))
assert np.max(np.abs(expm(generator)[:, 0] - poisson_series(coarse))) < 1e-11


def gauss_kernel(fwhm):
    k = np.arange(-20, 21)
    w = np.exp(-4 * np.log(2) * (k * dE / fwhm)**2)
    out = np.zeros(M)
    out[k] = w / w.sum()                  # negative energies sit at the array end
    return out


zlp = gauss_kernel(zlp_fwhm)
ideal = np.zeros(M)
ideal[:N] = electrons * poisson_series(s_true)
J = sum(zlp[k] * np.roll(ideal, k) for k in range(-20, 21))
I0 = electrons * np.exp(-lam)
z_hat = I0 * np.fft.rfft(zlp)


def deconvolve(spectrum, z, g):
    return np.fft.irfft(g * np.log(np.fft.rfft(spectrum) / z), n=M)[..., :N]


assert lam < np.pi
s_sharp = deconvolve(J, z_hat, np.ones(M // 2 + 1))
assert np.max(np.abs(s_sharp[1:] - s_true[1:])) < 1e-6 * s_true.max()

# large mean number of losses: principal logarithm fails, unwrapped phase works
big = 8.0
prob = np.zeros(256)
prob[np.arange(0, 256, 3)] = poisson.pmf(np.arange(86), big)
ratio = np.fft.fft(prob) / prob[0]
plain = np.fft.ifft(np.log(ratio)).real[3]
unwrapped = np.fft.ifft(np.log(np.abs(ratio)) + 1j * np.unwrap(np.angle(ratio))).real[3]
assert abs(unwrapped - big) < 1e-5 and abs(plain - big) > 0.5

# a wrong zero-loss intensity only changes the zero-loss region
g_out = np.fft.rfft(gauss_kernel(out_fwhm))
s_out = deconvolve(J, z_hat, g_out)
cut, top = 15, 31                         # replaced below 1.5 eV, fitted to 3.0 eV
s_wrong = deconvolve(J, 1.1 * z_hat, g_out)
assert np.max(np.abs(s_wrong - s_out)[cut:]) < 1e-9
assert np.max(np.abs(s_wrong - s_out)[:cut]) > 1e-3


# ---------------- from single scattering to eps ----------------
def correction_matrix(weight):
    C = np.diag(1 / (weight * dE))
    C[:cut] = 0
    win = np.arange(cut, top)
    fit = E[win] / np.sum(E[win]**2) / (weight[win] * dE)
    C[:cut, cut:top] = np.outer(E[:cut], fit)
    return C


C = correction_matrix(log_weight)
inv_moment = np.zeros(N)                  # (2/pi) int F dE/E as a weighted sum
inv_moment[1:] = 2 / np.pi * dE / E[1:]
inv_moment[1] += 1 / np.pi * dE / E[1]    # end point, where F is linear in E
idx = np.arange(N)
odd = (idx[:, None] + idx[None, :]) % 2 == 1
den = np.where(odd, E[None, :]**2 - E[:, None]**2, 1.0)
KK = np.where(odd, 4 / np.pi * dE * E[None, :] / den, 0.0)
del odd, den
low = E < 100
kk_error = np.max(np.abs(1 - KK @ L_true - np.real(1 / eps_true))[low])
assert kk_error < 5e-4


def recover(s, n, Cmat):
    F = s @ Cmat.T
    K = F @ inv_moment / (1 - 1 / n**2)
    L = F / np.asarray(K)[..., None]
    return 1 / (1 - L @ KK.T - 1j * L), K, L


band = (E >= 2) & (E <= 30)


def worst(eps):
    return np.max(np.abs(eps / eps_true - 1)[band])


to_nm = np.pi * a0 * mv2
eps_sharp, K_sharp, L_sharp = recover(s_sharp, n_index, C)
eps_out, K_out, L_out = recover(s_out, n_index, C)
err_sharp, err_out = worst(eps_sharp), worst(eps_out)
err_plural = worst(recover(J[:N] / I0, n_index, C)[0])
err_angle = worst(recover(s_sharp, n_index,
                          correction_matrix(np.full(N, log_weight[i15])))[0])
assert err_sharp < 0.03 and err_out < 0.06
assert err_plural > 3 * err_sharp and err_angle > 3 * err_sharp
assert abs(K_sharp * to_nm / thickness - 1) < 5e-3
sum_rule = 2 / np.pi * trapezoid(E * L_sharp, E)
strength = sum(p**2 for _, p, _ in oscillators)
assert abs(sum_rule / strength - 1) < 0.02
step = 1e-4
K_up = recover(s_sharp, n_index * (1 + step), C)[1]
K_dn = recover(s_sharp, n_index * (1 - step), C)[1]
sens = (np.log(K_up) - np.log(K_dn)) / (2 * step)
assert abs(sens + 2 / (n_index**2 - 1)) < 1e-5

# ---------------- noise: linear propagation against simulated spectra ----------------
rng = np.random.default_rng(7)
trials = 600
noisy = rng.poisson(J, size=(trials, M)).astype(float)
j_hat = np.fft.rfft(J)
gains = []
m20 = 200
for fwhm in (0.15, 0.25, 0.5):
    g = np.fft.rfft(gauss_kernel(fwhm))
    h = np.fft.irfft(g / j_hat, n=M)
    var = np.fft.irfft(np.fft.rfft(h**2) * j_hat, n=M)[m20]
    scatter = deconvolve(noisy, z_hat, g)[:, m20].std(ddof=1)
    unit = np.sqrt(J[m20]) / I0
    gains.append((fwhm, np.sqrt(var) / unit, scatter / unit))
    assert abs(scatter / np.sqrt(var) - 1) < 0.15
assert gains[0][1] > 2 * gains[1][1] > 2 * gains[2][1]

eps_mc, K_mc, _ = recover(deconvolve(noisy, z_hat, g_out), n_index, C)
moment = inv_moment / (1 - 1 / n_index**2)


def count_sigma(row_F):
    """standard deviation of row_F . F caused by counting noise in J"""
    row_s = np.fft.rfft(row_F @ C, n=M)
    row_J = np.fft.irfft(row_s * np.conj(g_out / j_hat), n=M)
    return np.sqrt(np.sum(row_J**2 * J))


table = []
for energy in (2, 4, 6, 9, 18, 25):
    i = int(round(energy / dE))
    unit_row = np.zeros(N)
    unit_row[i] = 1
    row_L = (unit_row - L_out[i] * moment) / K_out
    row_R = -(KK[i] - (KK[i] @ L_out) * moment) / K_out
    row_inv = row_R - 1j * row_L          # variation of 1/eps
    row_eps = -eps_out[i]**2 * row_inv
    sig = count_sigma(row_eps.real), count_sigma(row_eps.imag)
    sig_inv = np.hypot(count_sigma(row_R), count_sigma(row_L))
    mc = eps_mc[:, i].real.std(ddof=1), eps_mc[:, i].imag.std(ddof=1)
    assert abs(mc[0] / sig[0] - 1) < 0.15 and abs(mc[1] / sig[1] - 1) < 0.15
    table.append((energy, i, sig, sig_inv, mc))
sig_t = count_sigma(moment) * to_nm
mc_t = K_mc.std(ddof=1) * to_nm
assert abs(mc_t / sig_t - 1) < 0.15

# ---------------- limits of the forward model ----------------
# double scattering inside an aperture, Lorentzian angles cut at 20 mrad
width, cutoff = 17 / (gamma * mv2), 20e-3
norm = np.log1p((cutoff / width)**2)
u = (np.arange(1500) + 0.5) / 1500
angle = width * np.sqrt(np.expm1(u * norm))
t1, t2 = angle[:, None], angle[None, :]


def double_ratio(b):
    c = np.clip((b**2 - t1**2 - t2**2) / (2 * t1 * t2), -1, 1)
    inside = np.mean(1 - np.arccos(c) / np.pi)
    return inside / (np.log1p((b / width)**2) / norm)**2


wide, narrow = double_ratio(aperture), double_ratio(0.5e-3)
b2 = (0.5e-3 / width)**2


def shifted_disc(y):
    w = np.expm1(y)
    X = b2 - w + 1
    return np.log((X + np.sqrt(X**2 + 4 * w)) / 2)


closed = quad(shifted_disc, 0, norm)[0] / np.log1p(b2)**2
assert abs(narrow / closed - 1) < 0.01
assert abs(wide - 1) < 0.05 and narrow > 1.1


def retarded_ratio(i):
    y = np.linspace(0, log_weight[i], 20001)
    e = eps_true[i]
    f = np.imag((speed2 - 1 / e) * np.exp(y) / (np.exp(y) - e * speed2))
    return trapezoid(f, y) / (L_true[i] * log_weight[i])


cherenkov = np.max(speed2 * eps_true.real)
assert cherenkov < 1

# ---------------- output ----------------
print(f"beam energy {beam_energy/1e3:.0f} keV, (v/c)^2 = {speed2:.4f}, m v^2 = {mv2/1e3:.2f} keV")
print(f"aperture {aperture*1e3:.0f} mrad, theta_E at 15 eV = {theta[i15]*1e3:.3f} mrad")
print(f"angular log factor at 2, 15, 30 eV: {log_weight[20]:.2f}, {log_weight[150]:.2f}, {log_weight[300]:.2f}")
print(f"channel {dE} eV, {N} channels, padded to {M}")
print(f"zero-loss FWHM {zlp_fwhm} eV, output FWHM {out_fwhm} eV, electrons {electrons:.0e}")
print(f"low-energy cut {E[cut]:.1f} eV, slope fitted up to {E[top-1]:.1f} eV")
print(f"true thickness {thickness:.1f} nm, index n = {n_index:.4f}, eps(0) = {n_index**2:.4f}")
print(f"mean number of losses lam = {lam:.4f}, zero-loss fraction = {I0/electrons:.4f}")
print(f"largest Kramers-Kronig error in Re(1/eps), E < 100 eV: {kk_error:.1e}")
print(f"noise-free thickness: {K_sharp*to_nm:.3f} nm (full resolution), {K_out*to_nm:.3f} nm (output FWHM)")
print(f"loss sum rule: recovered {sum_rule:.1f} eV^2, model {strength:.1f} eV^2")
print(f"d ln t / d ln n = {sens:.4f}")
print("largest relative error of eps, 2 to 30 eV, noise-free:")
print(f"  full chain {100*err_sharp:.2f} %, with output FWHM {100*err_out:.2f} %")
print(f"  without deconvolution {100*err_plural:.0f} %, without angular correction {100*err_angle:.0f} %")
print(f"unwrapping test, mean {big:.0f}: principal log {plain:.3f}, unwrapped {unwrapped:.3f}")
print("noise gain of s at 20 eV relative to sqrt(J)/I0 (linear theory, simulated):")
for fwhm, lin, sim in gains:
    print(f"  output FWHM {fwhm:.2f} eV: {lin:.3f}, {sim:.3f}")
print(f"relative noise of j at highest frequency: {np.sqrt(electrons)/abs(j_hat[-1]):.3f}")
print(f"thickness from one noisy spectrum {K_mc[0]*to_nm:.2f} nm, sigma {sig_t:.3f} nm, simulated {mc_t:.3f} nm")
print(f"eps (dimensionless), simulated sigma from {trials} spectra:")
for energy, i, sig, sig_inv, mc in table:
    a, b = eps_true[i], eps_mc[0, i]
    print(f"E = {energy} eV: true {a.real:.3f} {a.imag:+.3f}i, one noisy spectrum {b.real:.3f} {b.imag:+.3f}i")
    print(f"  sigma Re, Im: linear {sig[0]:.4f}, {sig[1]:.4f}; simulated {mc[0]:.4f}, {mc[1]:.4f}")
    print(f"  sigma(1/eps) = {sig_inv:.2e}, |eps|^2 = {abs(eps_out[i])**2:.2f}")
print(f"double scattering in aperture / Poisson value: {wide:.4f} (10 mrad), {narrow:.3f} (0.5 mrad)")
print(f"largest (v/c)^2 Re eps = {cherenkov:.3f} (Cherenkov needs > 1)")
print("retarded / non-retarded bulk loss at 2, 6, 9, 18 eV: "
      + ", ".join(f"{retarded_ratio(k):.3f}" for k in (20, 60, 90, 180)))
print("all assertions hold")
```

Printed output:

```
beam energy 30 keV, (v/c)^2 = 0.1078, m v^2 = 55.10 keV
aperture 10 mrad, theta_E at 15 eV = 0.257 mrad
angular log factor at 2, 15, 30 eV: 11.35, 7.32, 5.94
channel 0.1 eV, 2048 channels, padded to 4096
zero-loss FWHM 0.25 eV, output FWHM 0.5 eV, electrons 1e+07
low-energy cut 1.5 eV, slope fitted up to 3.0 eV
true thickness 50.0 nm, index n = 2.1858, eps(0) = 4.7778
mean number of losses lam = 0.7781, zero-loss fraction = 0.4593
largest Kramers-Kronig error in Re(1/eps), E < 100 eV: 2.1e-05
noise-free thickness: 50.027 nm (full resolution), 50.033 nm (output FWHM)
loss sum rule: recovered 241.6 eV^2, model 244.0 eV^2
d ln t / d ln n = -0.5294
largest relative error of eps, 2 to 30 eV, noise-free:
  full chain 0.66 %, with output FWHM 3.53 %
  without deconvolution 58 %, without angular correction 24 %
unwrapping test, mean 8: principal log 4.323, unwrapped 8.000
noise gain of s at 20 eV relative to sqrt(J)/I0 (linear theory, simulated):
  output FWHM 0.15 eV: 11.677, 12.084
  output FWHM 0.25 eV: 1.004, 1.038
  output FWHM 0.50 eV: 0.402, 0.386
relative noise of j at highest frequency: 0.090
thickness from one noisy spectrum 50.04 nm, sigma 0.028 nm, simulated 0.027 nm
eps (dimensionless), simulated sigma from 600 spectra:
E = 2 eV: true 5.123 +0.349i, one noisy spectrum 5.114 +0.336i
  sigma Re, Im: linear 0.0064, 0.0067; simulated 0.0063, 0.0065
  sigma(1/eps) = 3.54e-04, |eps|^2 = 26.23
E = 4 eV: true 6.695 +1.515i, one noisy spectrum 6.710 +1.501i
  sigma Re, Im: linear 0.0225, 0.0209; simulated 0.0226, 0.0214
  sigma(1/eps) = 6.54e-04, |eps|^2 = 46.91
E = 6 eV: true 2.271 +11.393i, one noisy spectrum 2.213 +11.312i
  sigma Re, Im: linear 0.1034, 0.0993; simulated 0.1023, 0.0997
  sigma(1/eps) = 1.09e-03, |eps|^2 = 131.63
E = 9 eV: true 0.684 +1.596i, one noisy spectrum 0.662 +1.625i
  sigma Re, Im: linear 0.0057, 0.0061; simulated 0.0059, 0.0060
  sigma(1/eps) = 2.72e-03, |eps|^2 = 3.09
E = 18 eV: true -0.034 +0.308i, one noisy spectrum -0.030 +0.310i
  sigma Re, Im: linear 0.0005, 0.0005; simulated 0.0005, 0.0005
  sigma(1/eps) = 7.28e-03, |eps|^2 = 0.10
E = 25 eV: true 0.544 +0.070i, one noisy spectrum 0.544 +0.070i
  sigma Re, Im: linear 0.0006, 0.0006; simulated 0.0006, 0.0006
  sigma(1/eps) = 2.89e-03, |eps|^2 = 0.30
double scattering in aperture / Poisson value: 0.9937 (10 mrad), 1.283 (0.5 mrad)
largest (v/c)^2 Re eps = 0.921 (Cherenkov needs > 1)
retarded / non-retarded bulk loss at 2, 6, 9, 18 eV: 1.022, 1.080, 1.002, 1.000
all assertions hold
```
